# The spherically truncated Coulomb kernel and its cell-size condition

The charge density of a molecule or ion is localized: it decays exponentially far from the nuclei, and it is idealized here as vanishing outside a bounded region. A plane-wave calculation repeats this density on a lattice. The long-range Coulomb interaction then couples each copy to all the others. This problem finds out how a cut in the interaction can remove that coupling without changing the energy of the isolated system.

Let $\rho(\mathbf r)$ be a real, square-integrable charge density that vanishes outside a ball of diameter $D$. It may carry a net charge. Its isolated electrostatic energy is

$$U=\frac{1}{4\pi\varepsilon_0}\,\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The lattice has vectors $\mathbf R$, cell volume $V$ and shortest nonzero vector length $L_{\min}$. Its reciprocal vectors $\mathbf G$ satisfy $e^{i\mathbf G\cdot\mathbf R}=1$. The Fourier convention is $\hat f(\mathbf G)=\int f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$, over all space. The truncated interaction is

$$v_c(\mathbf r)=\begin{cases}1/r, & r\le R_c,\\ 0, & r>R_c,\end{cases}$$

with the SI prefactor $1/(4\pi\varepsilon_0)$ kept outside it.

## (a) The kernel

**Find $\hat v_c(\mathbf G)$, its value at $G=0$, and an upper bound valid for all $G$. What happens as $R_c\to\infty$?**

**Solution.** Take the polar axis along $\mathbf G$ and set $u=\cos\theta$. The azimuthal integral gives $2\pi$, and the volume element $r^2dr$ times $1/r$ leaves $r\,dr$:

$$\hat v_c=2\pi\int_0^{R_c}r\,dr\int_{-1}^{1}e^{-iGru}\,du
=2\pi\int_0^{R_c}r\,\frac{2\sin Gr}{Gr}\,dr
=\frac{4\pi}{G}\int_0^{R_c}\sin Gr\,dr .$$

The last integral is $(1-\cos GR_c)/G$, so

$$\boxed{\hat v_c(G)=\frac{4\pi\,[1-\cos(GR_c)]}{G^2}}$$

For small $G$, $1-\cos x=x^2/2-x^4/24+\dots$ with $x=GR_c$ gives

$$\hat v_c(G)=2\pi R_c^2\left(1-\frac{G^2R_c^2}{12}+\dots\right),\qquad \hat v_c(0)=2\pi R_c^2 .$$

The same value follows directly from $\int_0^{R_c}4\pi r^2(1/r)\,dr$. It is finite because the interaction has finite range.

Since $1-\cos x=2\sin^2(x/2)$ and $|\sin y|\le|y|$,

$$0\le\hat v_c(G)\le 2\pi R_c^2 .$$

As $R_c\to\infty$ at fixed $G\neq0$, the kernel does not settle to the bare $4\pi/G^2$. It keeps oscillating between $0$ and $8\pi/G^2$; averaging over one period of $R_c$ gives $4\pi/G^2$. At $G=0$ it diverges as $R_c^2$.

## (b) From a lattice sum to a reciprocal sum

**Define**

$$F(\mathbf s)=\iint\rho(\mathbf r)\rho(\mathbf r')\,v_c(\mathbf r-\mathbf r'-\mathbf s)\,d^3r\,d^3r' .$$

**Express $\sum_{\mathbf R}F(\mathbf R)$ through $\hat\rho(\mathbf G)$ and $\hat v_c(G)$, and justify the convergence.**

**Solution.** Collect all pairs with the same difference $\mathbf t=\mathbf r-\mathbf r'$ in

$$A(\mathbf t)=\int\rho(\mathbf r'+\mathbf t)\rho(\mathbf r')\,d^3r',\qquad
F(\mathbf s)=\int A(\mathbf t)\,v_c(\mathbf t-\mathbf s)\,d^3t .$$

For square-integrable $\rho$, $A$ is continuous, and it vanishes for $|\mathbf t|>D$. Since $v_c$ is integrable and has finite range, $F$ is continuous and has bounded support.

To transform $F$, put $\mathbf w=\mathbf t-\mathbf s$, so that $e^{-i\mathbf G\cdot\mathbf s}=e^{-i\mathbf G\cdot\mathbf t}e^{i\mathbf G\cdot\mathbf w}$. The integrals separate, and $v_c$ is even, so $\hat F=\hat A\,\hat v_c$. In $\hat A$, put $\mathbf r=\mathbf r'+\mathbf t$:

$$\hat A(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r\int\rho(\mathbf r')e^{i\mathbf G\cdot\mathbf r'}d^3r'=|\hat\rho(\mathbf G)|^2 ,$$

where the second factor is $\hat\rho^*$ because $\rho$ is real. Thus $\hat F=|\hat\rho|^2\hat v_c$.

Now form the periodic function $P(\mathbf s)=\sum_{\mathbf R}F(\mathbf s+\mathbf R)$. Near any point only finitely many terms are nonzero, so $P$ is continuous. Its Fourier coefficients are

$$c_{\mathbf G}=\frac1V\int_{\rm cell}P(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s
=\frac1V\sum_{\mathbf R}\int_{\rm cell}F(\mathbf s+\mathbf R)e^{-i\mathbf G\cdot(\mathbf s+\mathbf R)}d^3s=\frac{\hat F(\mathbf G)}{V}.$$

The factor $e^{-i\mathbf G\cdot\mathbf R}=1$ was inserted, and the shifted cells together fill space.

These coefficients are absolutely summable. The periodic density $\rho_p(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r+\mathbf R)$ is square-integrable over a cell and, by the same unfolding, has coefficients $\hat\rho(\mathbf G)/V$. Parseval's relation gives

$$\sum_{\mathbf G}|\hat\rho(\mathbf G)|^2=V\int_{\rm cell}\rho_p^2\,d^3r<\infty ,$$

and the bound from (a) then makes $\sum_{\mathbf G}|\hat\rho|^2\hat v_c$ finite. The Fourier series therefore converges to a continuous function with the same coefficients as $P$, hence to $P$ itself at every point. At $\mathbf s=0$ this is the Poisson summation formula

$$\sum_{\mathbf R}F(\mathbf R)=\frac1V\sum_{\mathbf G}|\hat\rho(\mathbf G)|^2\,\hat v_c(G).$$

## (c) A sufficient condition

**Let**

$$U_c=\frac{1}{4\pi\varepsilon_0}\frac{1}{2V}\sum_{\mathbf G}|\hat\rho(\mathbf G)|^2\hat v_c(G).$$

**Find conditions on $R_c$ and $L_{\min}$ that guarantee $U_c=U$.**

**Solution.** By (b), $U_c=\frac{1}{4\pi\varepsilon_0}\frac12\sum_{\mathbf R}F(\mathbf R)$. Two requirements suffice.

First, $F(\mathbf 0)$ must contain every pair of charge elements. Their distances do not exceed $D$, so $R_c\ge D$ is enough, and then $\frac{1}{4\pi\varepsilon_0}\frac12F(\mathbf0)=U$.

Second, the terms with $\mathbf R\ne\mathbf0$ must vanish. For $|\mathbf t|\le D$, the triangle inequality gives

$$|\mathbf t-\mathbf R|\ge|\mathbf R|-|\mathbf t|\ge L_{\min}-D .$$

If $R_c\le L_{\min}-D$, no image pair lies closer than $R_c$. Pairs at a distance equal to $R_c$ occupy a surface in $\mathbf t$ space and contribute nothing to the integral. Hence

$$\boxed{D\le R_c\le L_{\min}-D}$$

A suitable $R_c$ exists if and only if $L_{\min}\ge2D$. Neutrality was not used: the $G=0$ term is finite and must be kept.

The equality concerns the complete $\mathbf G$ sum. A finite cutoff leaves a basis error. Moreover, a nonzero finite Fourier sum is an analytic function and cannot vanish throughout an open region. A density represented in this way, or one with exponential tails, meets the support assumption only approximately.

## (d) Is the condition necessary?

**Suppose one choice of lattice and $R_c$ must give $U_c=U$ for every allowed density in the ball. Can the condition in (c) be relaxed?**

**Solution.** Define the error of the interaction,

$$K(\mathbf t)=\sum_{\mathbf R}v_c(\mathbf t-\mathbf R)-\frac1{|\mathbf t|},$$

which is even. The requirement is $Q[\rho]=\iint\rho(\mathbf r)\rho(\mathbf r')K(\mathbf r-\mathbf r')\,d^3r\,d^3r'=0$ for all $\rho$ in the ball. Apply it to $\rho_1$, $\rho_2$ and their sum:

$$0=Q[\rho_1+\rho_2]-Q[\rho_1]-Q[\rho_2]=2\iint\rho_1(\mathbf r)\rho_2(\mathbf r')K(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

Since $\rho_1$ and $\rho_2$ are arbitrary, $K(\mathbf t)=0$ for almost all $|\mathbf t|<D$.

Suppose $R_c<D$. In the shell $R_c<|\mathbf t|<D$ the term $\mathbf R=\mathbf0$ is absent. Choose there a small open region that crosses none of the spheres $|\mathbf t-\mathbf R|=R_c$. In it, $K=0$ would require

$$\sum_{\mathbf R\in S}\frac1{|\mathbf t-\mathbf R|}=\frac1{|\mathbf t|}$$

with a fixed finite set $S$ that excludes $\mathbf0$. Both sides are analytic away from isolated points, so the identity would extend to all other $\mathbf t$. But as $\mathbf t\to\mathbf0$ the right side diverges and the left side stays finite. This is a contradiction.

Suppose instead $R_c\ge D$ but $R_c>L_{\min}-D$. The $\mathbf R=\mathbf0$ term now cancels $1/|\mathbf t|$, and $K$ is a sum of nonnegative image terms. Let $\mathbf R_1$ be a shortest lattice vector and take $\mathbf t$ along it with length $\tau$ between $\max(0,L_{\min}-R_c)$ and $\min(D,L_{\min})$. This interval is not empty, and $|\mathbf t-\mathbf R_1|=L_{\min}-\tau<R_c$. So $K>0$ there and in a neighbourhood, again a contradiction.

The condition is therefore necessary for the whole class of densities. A particular density can still give the right energy outside it, through its shape or by cancellation.

## (e) The potential

**In which region does the corresponding reciprocal sum give the isolated potential?**

**Solution.** Apply the argument of (b) to $h(\mathbf r)=\int\rho(\mathbf r')v_c(\mathbf r-\mathbf r')d^3r'$. It is continuous, has bounded support, and $\hat h=\hat\rho\,\hat v_c$. The sum of $|\hat\rho\,\hat v_c|$ converges by the Cauchy–Schwarz inequality, because $\sum|\hat\rho|^2$ is finite and $\hat v_c^2\le(8\pi)^2/G^4$ is summable over a three-dimensional lattice without its origin. Thus

$$\phi_c(\mathbf r)=\frac{1}{4\pi\varepsilon_0V}\sum_{\mathbf G}\hat\rho(\mathbf G)\hat v_c(G)e^{i\mathbf G\cdot\mathbf r}
=\frac1{4\pi\varepsilon_0}\sum_{\mathbf R}\int\rho(\mathbf r')v_c(\mathbf r-\mathbf r'-\mathbf R)\,d^3r'.$$

If $\mathbf r$ lies in the ball, $\mathbf r-\mathbf r'$ again has length at most $D$, and the condition in (c) makes $\phi_c$ the isolated potential. Elsewhere in the cell, part of the density may lie beyond $R_c$ and an image may lie within it. The energy needs the potential only where $\rho\ne0$.

## (f) The shape of the cell and of the density

**Compare simple cubic and fcc cells for a ball. Then find the smallest simple cubic cell for a density that fills a cube of side $b$ aligned with the cell.**

**Solution.** For a ball only $L_{\min}$ matters. A simple cubic cell has $V=L_{\min}^3$. An fcc lattice with cubic constant $a_0$ has $L_{\min}=a_0/\sqrt2$ and primitive volume $a_0^3/4=L_{\min}^3/\sqrt2$. At equal $L_{\min}$ it needs $0.707$ of the volume.

For the cube, each component of $\mathbf t$ lies between $-b$ and $b$, so the longest difference is $\sqrt3\,b$. Any $\mathbf R\ne\mathbf0$ has a component of magnitude at least $L$. The corresponding component of $\mathbf t-\mathbf R$ is at least $L-b$ in magnitude, and this distance is reached at $\mathbf t=(b,0,0)$, $\mathbf R=(L,0,0)$. The two requirements become

$$\sqrt3\,b\le R_c\le L-b,\qquad L\ge(1+\sqrt3)\,b=2.732\,b .$$

The argument of (d) carries over with the ball of differences replaced by this cube of differences, so this is the smallest cell that works for every density in the cube. Enclosing the cube in a ball of diameter $\sqrt3\,b$ would demand the larger value $2\sqrt3\,b$.

## (g) A charged pair in numbers

**Two spherical charges, $q_1=+2e$ and $q_2=-e$, have radius $a=0.05$ nm and centres $d=0.30$ nm apart on the $x$ axis. Each density is proportional to $(1-r^2/a^2)^3$ inside its radius and zero outside. Find the isolated energy, the smallest simple cubic cell allowed by (c), and the effect of violating the condition.**

**Solution.** *Isolated energy.* Write $k=e^2/(4\pi\varepsilon_0)=1.439965$ eV nm. With $t=r/a$, the enclosed fraction of one charge is $q(t)=\frac{315}{16}\int_0^t s^2(1-s^2)^3ds$, since the integral to $1$ is $16/315$. The field of a charge $Q$ is $Qq/(4\pi\varepsilon_0r^2)$, and its energy $\frac{\varepsilon_0}{2}\int E^2d^3r$ is

$$\frac{Q^2}{4\pi\varepsilon_0a}\,\frac12\left[\int_0^1\frac{q(t)^2}{t^2}dt+1\right]=0.907034\,\frac{Q^2}{4\pi\varepsilon_0a}.$$

The $1$ comes from outside the charge; the integral was done by Gauss–Legendre quadrature. The two self energies sum to $0.907034\times(4+1)\times1.439965/0.05=130.610$ eV. The charges do not overlap, so by the shell theorem they interact as points: $-2\times1.439965/0.30=-9.600$ eV. Hence $U=121.010$ eV, or $1.9388\times10^{-17}$ J.

*Cell.* The smallest enclosing ball has $D=d+2a=0.40$ nm. The smallest cell has $L=0.80$ nm and allows the single value $R_c=0.40$ nm.

*Reciprocal sum.* With $x=Ga$, expand $\sin(xt)/(xt)$ in the radial transform of one unit charge. The required integrals are

$$\int_0^1t^{2n+2}(1-t^2)^3dt=\frac{48}{(2n+3)(2n+5)(2n+7)(2n+9)} .$$

Since $(2n+1)!=2^nn!\,(2n+1)!!$, the series becomes

$$f(x)=945\sum_{n=0}^\infty\frac{(-1)^nx^{2n}}{2^nn!\,(2n+9)!!}=\frac{945\,j_4(x)}{x^4},$$

with $j_4$ the spherical Bessel function. The phases of the two centres give

$$|\hat\rho|^2=f^2\,[q_1^2+q_2^2+2q_1q_2\cos(G_xd)] .$$

Summing up to about $480$ nm$^{-1}$ along each axis gives $121.00994$ eV, which is $2.2\times10^{-7}$ eV below the isolated energy. At half that cutoff the deficit is $1.1\times10^{-4}$ eV. The sum approaches from below because no term is negative. At large $G$, $f^2\propto G^{-10}$ and $\hat v_c\propto G^{-2}$ up to oscillations; with the volume factor $G^2dG$ the tail falls as $G^{-9}$. Halving the cutoff should therefore raise it about $2^9=512$ times on average, and the two deficits above differ by roughly that factor. Because the terms oscillate, the ratio scatters around this value as the cutoff changes, so a single pair of cutoffs checks the power only roughly.

The smallest nonzero $G$ is $2\pi/L=7.854$ nm$^{-1}$. There $GR_c=\pi$, so the truncated kernel, $0.4074$ nm$^2$, is twice the bare one. The $G=0$ term contributes

$$\frac{k\,(2-1)^2\,2\pi R_c^2}{2V}=\frac{1.439965\times1.00531}{2\times0.512}=1.414\ \text{eV}.$$

Using the bare kernel and dropping $G=0$ instead gives $117.168$ eV, an error of $-3.842$ eV relative to $U$. That sum describes a periodic array in a uniform compensating background.

In a cell with $L=1.00$ nm, the allowed window is $0.40\le R_c\le0.60$ nm. The values $0.40$, $0.50$ and $0.60$ nm all give $121.00994$ eV.

*Violations.* Each error below is relative to $U$.

- With $L=0.80$ nm and $R_c=0.15$ nm, both self energies survive, but all distances between the two charges exceed $R_c$. The pair energy is lost: the error is $+9.600$ eV.
- With $L=0.80$ nm and $R_c=0.60$ nm, each charge also sees one image of the other, at centre distance $L-d=0.50$ nm. The factor $\frac12$ in the energy leaves one extra pair: $-2k/0.50\ \text{nm}=-5.760$ eV.
- With $L=0.55$ nm and $R_c=0.40$ nm, that image is at $0.25$ nm. The error is $-2k/0.25\ \text{nm}=-11.520$ eV.

*Potential.* Return to $L=0.80$ nm and $R_c=0.40$ nm, with the origin midway between the charges and $+2e$ at $x=+0.15$ nm. At $(0,0.10,0)$ nm, inside the ball, the sum gives the isolated value, $7.9875$ V. At the cell boundary $(0.40,0,0)$ nm it gives $5.760$ V instead of $8.902$ V. The charge $-e$ is $0.55$ nm away and is cut off, while its image at $x=0.65$ nm is only $0.25$ nm away and is included. The energy is still correct because there is no charge at that point.
